\section*{Sensitivity of a Hybrid Energy to the Exchange Mixing Fraction}

\section{What symmetry fixes and what it leaves open}

A global hybrid functional replaces a fraction $a$ of semilocal exchange $S$ by Fock exchange $X$. Let $E(a)$ be its self-consistent energy. Since $a$ is a pure number, $dE/da$ is an energy. Two further observations restrict its form.

First, add a constant $c$ to $X$. The orbitals do not change, $E(a)$ grows by $ac$, and the slope grows by $c$. A constant added to $S$ raises $E(a)$ by $(1-a)c$ and lowers the slope by $c$. Hence
\begin{equation}
\frac{dE}{da}=X-S+R ,
\end{equation}
where $X$ and $S$ are evaluated on the orbitals at $a$, and $R$ is unaffected by such constants. Second, exchanging the names of $X$ and $S$ while replacing $a$ by $1-a$ leaves the functional unchanged. The slope must therefore change sign under this exchange, as $X-S$ does, and so must $R$.

These arguments do not show that $R=0$. The orbitals change with $a$, and $R$ could contain the effect of that change. It vanishes because the energy is stationary with respect to the orbitals.

\section{The functional and its assumptions}

Atomic units and real spin orbitals are used. For a determinant $\Phi$ with spin densities denoted together by $\rho$, define
\begin{equation}
W_a[\Phi]=T_s+V_{ne}+J+aX[\Phi]+(1-a)S[\rho]+C[\rho]+E_{nn}.
\label{eq:W}
\end{equation}
The terms are the kinetic, electron--nuclear, Hartree, exchange, correlation and nuclear-repulsion energies. The Fock exchange is
\begin{equation}
X[\Phi]=-\frac12\sum_{\sigma}\sum_{ij}^{\rm occ}
\iint\frac{\phi_{i\sigma}(\mathbf r)\phi_{j\sigma}(\mathbf r)
\phi_{j\sigma}(\mathbf r')\phi_{i\sigma}(\mathbf r')}
{|\mathbf r-\mathbf r'|}\,d\mathbf r\,d\mathbf r' .
\end{equation}
This is what ``exact exchange'' means here: the Fock expression on the hybrid's own orbitals. It is not the exchange energy of the true interacting system.

For now the geometry, basis and integer occupations are fixed, and $C$ does not depend explicitly on $a$. The self-consistent determinant $\Phi_a$ is followed along one smooth branch, with $E(a)=W_a[\Phi_a]$. Write
\begin{equation}
\Delta[\Phi]=X[\Phi]-S[\rho],\qquad D(a)=\Delta[\Phi_a].
\end{equation}
Both exchange energies are negative in the example below. A negative $D$ means that Fock exchange is the lower of the two, so that more of it lowers the total energy.

\section{Why the orbital response drops out}

\subsection*{The orbital gradient}

Let $P_\sigma=\sum_i\phi_{i\sigma}\phi_{i\sigma}^{T}$ be the density matrix in an orthonormal basis. Rotations among occupied orbitals leave the determinant unchanged, so the relevant changes mix in virtual orbitals $v$:
\begin{equation}
\delta\phi_{i\sigma}=\sum_v\kappa_{vi\sigma}\phi_{v\sigma}.
\end{equation}
To first order this preserves orthonormality, because occupied and virtual orbitals are orthogonal. The density matrix changes by
\begin{equation}
\delta P_\sigma=\sum_{vi}\kappa_{vi\sigma}
\left(\phi_{v\sigma}\phi_{i\sigma}^{T}
+\phi_{i\sigma}\phi_{v\sigma}^{T}\right).
\end{equation}

In this notation $X=-\tfrac12\sum_\sigma{\rm Tr}(P_\sigma K[P_\sigma])$. The map $K$ is linear, and ${\rm Tr}(AK[B])={\rm Tr}(BK[A])$. Varying the two factors $P_\sigma$ gives equal contributions, which cancel the factor $1/2$:
\begin{equation}
\delta X=-\sum_\sigma{\rm Tr}(K[P_\sigma]\,\delta P_\sigma).
\end{equation}
The derivative of $W_a$ with respect to $P_\sigma$ is therefore the Fock matrix
\begin{equation}
F_\sigma=h+v_J-aK[P_\sigma]+(1-a)v_{S\sigma}+v_{C\sigma},
\end{equation}
where $h$ contains the kinetic and nuclear-attraction operators and the $v$'s are potential matrices. Since $F_\sigma$ is symmetric, the two terms in $\delta P_\sigma$ contribute equally:
\begin{equation}
\delta W_a=\sum_\sigma{\rm Tr}(F_\sigma\delta P_\sigma)
=2\sum_{\sigma vi}\kappa_{vi\sigma}F_{vi\sigma}.
\end{equation}
At self-consistency $F_\sigma\phi_{i\sigma}=\varepsilon_{i\sigma}\phi_{i\sigma}$. Projecting on a virtual orbital gives
$F_{vi\sigma}=\varepsilon_{i\sigma}\langle\phi_{v\sigma}|\phi_{i\sigma}\rangle=0$, so the orbital gradient vanishes.

\subsection*{The chain rule}

Describe determinants near $\Phi_a$ by independent rotation parameters, collected in a vector $\kappa$. Along the branch $E(a)=W(a,\kappa(a))$, so
\begin{equation}
\frac{dE}{da}
=\left.\frac{\partial W}{\partial a}\right|_{\kappa}
+\sum_m\frac{\partial W}{\partial\kappa_m}\frac{d\kappa_m}{da}.
\end{equation}
Every factor $\partial W/\partial\kappa_m$ is zero. The explicit derivative of \eqref{eq:W} is $X-S$, and therefore
\begin{equation}
\boxed{\frac{dE}{da}=X[\Phi_a]-S[\rho_a]=D(a).}
\label{eq:main}
\end{equation}
The undetermined $R$ is zero. The proof needs a stationary point, not a minimum.

The orbitals do respond, and so do the separate energy terms. For the linear H$_3$ molecule treated below, their response slopes at fixed functional are, in hartree, $-0.02576$ for $T_s$, $+0.02326$ for $V_{ne}$, $+0.01112$ for $J$ and $-0.00862$ for exchange-correlation. Their sum is $-4\times10^{-7}$, which is zero within the finite-difference error.

\section{Finite changes of mixing}

\subsection*{Bounds from the variational principle}

Equation \eqref{eq:W} is linear in $a$, so for any fixed determinant
\begin{equation}
W_b[\Phi]=W_a[\Phi]+(b-a)\Delta[\Phi].
\label{eq:affine}
\end{equation}
Suppose now that $\Phi_a$ and $\Phi_b$ are global minima of their functionals. Using $\Phi_a$ as a trial determinant at mixing $b$ gives
\begin{equation}
E(b)\le W_b[\Phi_a]=E(a)+(b-a)D(a).
\end{equation}
Exchanging $a$ and $b$ gives $E(a)\le E(b)+(a-b)D(b)$. Rearranged and combined with the first inequality,
\begin{equation}
(b-a)D(b)\le E(b)-E(a)\le(b-a)D(a).
\label{eq:bracket}
\end{equation}
For $b>a$, division by $b-a$ shows that $D(b)\le D(a)$. The slope cannot increase, so $E(a)$ is concave. One calculation at $a$ gives an upper bound on the energy at any other mixing. The lower bound in \eqref{eq:bracket} needs $D(b)$, that is, the calculation at $b$ itself, so it is a consistency condition rather than a prediction. A predictive lower bound follows from concavity: between two computed mixings, $E$ lies on or above the straight line joining their energies.

For H$_3$ between $a=0.25$ and $a=1$, \eqref{eq:bracket} reads
\begin{equation}
-0.00808\le-0.00560\le-0.00291\quad\text{hartree}.
\end{equation}
The program asserts these inequalities for all pairs of scanned mixings and all three species. This agrees with the assumption of global minima but does not prove it.

\subsection*{The curvature}

Let $g_m=\partial\Delta/\partial\kappa_m$, and let $H_{mn}=\partial^2W_a/\partial\kappa_m\partial\kappa_n$ be the orbital Hessian, assumed nonsingular. Stationarity holds at every $a$ on the branch. Differentiating it with respect to $a$, and using $\partial W/\partial a=\Delta$, gives
\begin{equation}
g+H\frac{d\kappa}{da}=0
\quad\Longrightarrow\quad
\frac{d\kappa}{da}=-H^{-1}g .
\end{equation}
Because $\Delta$ has no explicit dependence on $a$,
\begin{equation}
E''(a)=\frac{dD}{da}=g^{T}\frac{d\kappa}{da}=-g^{T}H^{-1}g .
\end{equation}
At a minimum with positive definite $H$ this is negative or zero. Orbital relaxation thus enters the energy at second order, and the slope alone does not contain it.

The same curvature gives the cost of using the orbitals of a neighbouring mixing. With $\delta=b-a$, \eqref{eq:affine} gives $W_a[\Phi_b]=E(b)-\delta D(b)$. Inserting the Taylor series of both terms,
\begin{align}
W_a[\Phi_b]-E(a)
&=\delta D(a)+\tfrac12\delta^2E''(a)
-\delta\left[D(a)+\delta E''(a)\right]+O(\delta^3)\nonumber\\
&=-\tfrac12\delta^2E''(a)+O(\delta^3).
\end{align}
For H$_3$ at $a=0.25$, the central difference of $D$ between $a=0.23$ and $a=0.27$ gives $E''=-0.010299$ hartree. All curvatures quoted here are obtained in this way, and the Hessian formula itself is not evaluated numerically. With $\delta=0.02$ the predicted cost is
$\tfrac12(0.02)^2(0.010299)=2.06\times10^{-6}$ hartree. Direct evaluation, averaged over the two neighbouring mixings, gives the same value to the digits shown.

\section{Reaction energies}

Let $\nu_k$ be stoichiometric numbers, positive for products and negative for reactants. A barrier is treated in the same way, with the transition structure as the product. Since $\Delta E=\sum_k\nu_kE_k$, differentiation term by term gives
\begin{equation}
\frac{d\,\Delta E}{da}=\sum_k\nu_kD_k(a),
\qquad
\Delta E(b)\approx\Delta E(a)+(b-a)\sum_k\nu_kD_k(a).
\label{eq:reaction}
\end{equation}
One self-consistent calculation per species is enough for this local diagnostic. If the calculation was purely semilocal, one Fock-exchange evaluation on the converged orbitals must be added.

Concavity need not carry over to $\Delta E$, because some species enter with a negative sign. For the same reason the one-sided bound for each species does not become a bound on the reaction energy.

The diagnostic also has a limited meaning. Let $\Delta E_{\rm ref}$ be a reference value independent of $a$. The error is $\epsilon(a)=\Delta E(a)-\Delta E_{\rm ref}$, and
\begin{equation}
\frac{d\epsilon}{da}=\frac{d\,\Delta E}{da}.
\end{equation}
The slope tells how fast the error changes, not how large it is. Any part of the error that is independent of $a$ is invisible to it.

\section{Worked example: a barrier and a bond}

The functional mixes PBE exchange with Fock exchange and keeps full PBE correlation. The central mixing is $a=0.25$. The species are H, H$_2$ at $0.74$ \AA, and symmetric linear H$_3$ with $0.93$ \AA\ between neighbours. These distances are chosen and held fixed, so the barrier belongs to these geometries and is not an optimized one. The basis is cc-pVTZ without its $d$ functions. Restoring them lowers the hybrid barriers quoted below by about $0.07$ kcal/mol at $a=0$, $0.25$ and $1$. It leaves the two reaction slopes and the hybrid atomization energies unchanged to the digits shown.

The single-species results, in hartree, are
\begin{equation}
\begin{array}{lrrrr}
 & X & S & D=X-S & E''\\
{\rm H}   & -0.30955 & -0.30369 & -0.00586 & -0.00146\\
{\rm H_2} & -0.65879 & -0.64878 & -0.01000 & -0.00348\\
{\rm H_3} & -0.93857 & -0.93468 & -0.00388 & -0.01030
\end{array}
\end{equation}
In each case $D$ agrees with the central difference of separately converged energies within the asserted tolerance of $2\times10^{-6}$ hartree.

The hydrogen atom shows what $D$ measures in a one-electron system. There the Fock exchange cancels the Hartree energy, $X=-J$, so $D=-(J+S)$. The value $-0.00586$ hartree says that PBE exchange leaves $0.00586$ hartree of the electron's interaction with itself uncancelled, before correlation is counted.

\subsection*{The barrier}

For $\Delta E_{\rm b}=E({\rm H_3})-E({\rm H_2})-E({\rm H})$, equation \eqref{eq:reaction} gives
\begin{align}
\frac{d\,\Delta E_{\rm b}}{da}
&=-0.00388+0.01000+0.00586\nonumber\\
&=0.01198\ \text{hartree}=7.52\ \text{kcal/mol},
\end{align}
per unit of $a$. An increase of $0.1$ in the mixing raises the barrier by about $0.75$ kcal/mol. All three total energies fall as $a$ grows, but those of the reactants together fall faster than that of H$_3$.

At $a=0.25$ the barrier is $5.73$ kcal/mol. The linear prediction at $a=0$ is $5.73-0.25(7.52)=3.85$ kcal/mol, against $3.74$ computed directly. At $a=1$ it is $5.73+0.75(7.52)=11.37$ kcal/mol, against $10.51$.

The curvature accounts for this last discrepancy of $-0.86$ kcal/mol, with a slight overshoot. For the barrier it is
$-0.010299+0.003480+0.001456=-0.005363$ hartree, or $-3.37$ kcal/mol. The second-order correction at $a=1$ is $\tfrac12(0.75)^2(-3.37)=-0.95$ kcal/mol, which brings the prediction to $10.42$ kcal/mol.

\subsection*{The atomization energy}

For $\Delta E_{\rm at}=2E({\rm H})-E({\rm H_2})$,
\begin{align}
\frac{d\,\Delta E_{\rm at}}{da}
&=2(-0.00586)+0.01000\nonumber\\
&=-0.00172\ \text{hartree}=-1.08\ \text{kcal/mol},
\end{align}
per unit of $a$. The direct values fall from $104.69$ kcal/mol at $a=0$ to $103.69$ at $a=1$. The curvature, $2(-0.001456)+0.003480=+0.00057$ hartree, is positive although each species has a negative one. This is the loss of concavity in an energy difference.

\subsection*{Sensitivity compared with error}

Full configuration interaction in the same basis gives $10.39$ kcal/mol for the barrier and $107.45$ kcal/mol for the atomization energy. This reference leaves out basis-set incompleteness, nuclear motion and relativity. A correlated energy converges more slowly with the basis than the hybrid energy does, so the errors quoted below hold for this basis only and are not converged errors for the real molecules. Relative to it, the hybrid at $a=0.25$ is too low by $4.66$ kcal/mol for the barrier and by $3.04$ kcal/mol for the atomization energy.

The two errors are of similar size, but the sensitivities differ by a factor of about seven. For the barrier, the choice of mixing matters, and the reference lies inside the range covered between $a=0$ and $a=1$. For the atomization energy, the reference lies $2.76$ kcal/mol above the highest scanned value. No mixing in the scan removes that error, and its small slope would have been misleading as a certificate of accuracy.

Nor does agreement for one quantity select a good mixing. At $a=1$ the barrier is within $0.12$ kcal/mol of the reference, while the atomization energy is too low by $3.76$ kcal/mol, more than at $a=0.25$.

\section{Changing the conditions}

\subsection*{Relaxed geometries}

Let $\mathcal E(a,R)$ be the self-consistent energy at nuclear coordinates $R$, and let $R(a)$ be a smooth stationary geometry. Then
\begin{equation}
\frac{d}{da}\mathcal E(a,R(a))
=\frac{\partial\mathcal E}{\partial a}
+\frac{\partial\mathcal E}{\partial R}\frac{dR}{da}
=D(a,R(a)),
\end{equation}
because $\partial\mathcal E/\partial R=0$. In a finite basis that moves with the nuclei, this must be the complete derivative, including the motion of the basis functions. The argument holds for minima and saddle points alike.

The numerical check treats the minimum of H$_2$. At $a=0.25$ the relaxed bond length is $0.745$ \AA\ and changes by $-0.021$ \AA\ per unit of $a$. The slope of the relaxed energy and the value of $X-S$ at the relaxed geometry are both $-0.009855$ hartree.

\subsection*{Quantities that are not stationary}

An orbital energy is $\varepsilon_i=\langle\phi_i|F|\phi_i\rangle$. Its derivative has no contribution from the change of $\phi_i$ in the bra and ket, since that equals $\varepsilon_i\,d\langle\phi_i|\phi_i\rangle/da=0$. But $F$ depends on $a$ both explicitly and through the density matrix:
\begin{equation}
\frac{d\varepsilon_i}{da}
=\langle\phi_i|-K-v_S|\phi_i\rangle
+\left\langle\phi_i\left|
\left.\frac{dF}{da}\right|_{\text{through }P}
\right|\phi_i\right\rangle .
\end{equation}
The second term is a density response, and no stationarity condition removes it. For the highest occupied $\alpha$ orbital of H$_3$ the first term is $-0.1979$ hartree, whereas the full slope is $-0.2007$ hartree. The frozen-density estimate is close in this case, but it is not the derivative.

\subsection*{Other functionals and other branches}

If correlation depends on the mixing, $\partial C_a/\partial a$ at fixed orbitals must be added to \eqref{eq:main}. The same holds for any other ingredient, such as a range-separation parameter, that is varied together with $a$.

If a term $Q[\Phi_a]$ is added after self-consistency, the orbitals are stationary for $W_a$ but in general not for $W_a+Q$. The response contribution $\sum_m(\partial Q/\partial\kappa_m)(d\kappa_m/da)$ then remains.

Finally, two self-consistent solutions may cross in energy as $a$ changes. Equation \eqref{eq:main} applies to each smooth branch, but the lowest energy can have a kink at the crossing. A slope computed on one side then does not describe the other side, and a calculation at a second mixing is needed.

\section*{Calculated quantities}
\begin{verbatim}
Central mixing a = 0.25; difference step = 0.02
H2 distance = 0.74 angstrom; H3 spacing = 0.93 angstrom
Basis functions per H atom = 9
Conversion: 1 hartree = 627.5095 kcal/mol
H: E = -0.5010385 hartree
H: X = -0.3095490, S = -0.3036882 hartree
H: X-S = -0.0058609, numerical dE/da = -0.0058609 hartree
H: second derivative = -0.001456 hartree
H2: E = -1.1684615 hartree
H2: X = -0.6587876, S = -0.6487849 hartree
H2: X-S = -0.0100027, numerical dE/da = -0.0100027 hartree
H2: second derivative = -0.003480 hartree
H3: E = -1.6603734 hartree
H3: X = -0.9385660, S = -0.9346832 hartree
H3: X-S = -0.0038828, numerical dE/da = -0.0038826 hartree
H3: second derivative = -0.010299 hartree
H3 orbital-response slopes at fixed functional, hartree:
  T -0.025763, Vne 0.023258, J 0.011123, xc -0.008619
  sum of response slopes = -4.3e-07 hartree
H3, a=0.25 to 1: lower bound -0.008082, change -0.005597, upper -0.002912 hartree
H3 neighbouring-orbital penalty = 2.0598e-06 hartree
H3 penalty from curvature = 2.0598e-06 hartree
H3 highest occupied alpha level slope: frozen -0.197870, actual -0.200697 hartree
Relaxed H2 bond at a=0.25 = 0.74533 angstrom
Relaxed H2 bond slope = -0.02099 angstrom per unit a
Relaxed H2 energy slope = -0.0098549, X-S = -0.0098550 hartree
barrier: slope = 0.011981 hartree = 7.518 kcal/mol per unit a
barrier: change per 0.1 mixing = 0.752 kcal/mol
  a=0.00: direct 3.739, linear 3.848 kcal/mol
  a=0.25: direct 5.727, linear 5.727 kcal/mol
  a=0.50: direct 7.505, linear 7.607 kcal/mol
  a=1.00: direct 10.510, linear 11.366 kcal/mol
barrier: full CI, same basis = 10.390 kcal/mol
barrier: hybrid minus full CI at a=0.25 = -4.663 kcal/mol
atomization: slope = -0.001719 hartree = -1.079 kcal/mol per unit a
atomization: change per 0.1 mixing = -0.108 kcal/mol
  a=0.00: direct 104.689, linear 104.678 kcal/mol
  a=0.25: direct 104.408, linear 104.408 kcal/mol
  a=0.50: direct 104.149, linear 104.138 kcal/mol
  a=1.00: direct 103.686, linear 103.599 kcal/mol
atomization: full CI, same basis = 107.449 kcal/mol
atomization: hybrid minus full CI at a=0.25 = -3.041 kcal/mol
atomization: reference outside scanned range by 2.760 kcal/mol
\end{verbatim}
